# Coulomb and exchange integrals of central-field orbitals as Slater integrals: a numerical check

```python
"""
Result under test: for orbitals [P(r)/r] Y_lm the Coulomb integral J and the
like-spin exchange integral K are finite sums of radial Slater integrals:
    J = sum_k c^k(a,a) c^k(b,b) F^k(a,b),   K = sum_k c^k(a,b)^2 G^k(a,b),
    c^k(lm,l'm') = sqrt(4 pi/(2k+1)) * integral of Y*_lm Y_k,m-m' Y_l'm',
which vanish unless |l-l'| <= k <= l+l' and l+l'+k is even.
R^k(ab,cd) is the radial integral of P_a P_c (r1), r<^k/r>^(k+1), P_b P_d (r2);
F^k = R^k(ab,ab) and G^k = R^k(ab,ba).  Hartree atomic units.
Independent side: analytic Gaussian repulsion integrals for the zinc atom.
"""
import math
from fractions import Fraction
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf, ao2mo


# ---------- angular part ----------
def theta_part(l, m, x):
    """Y_lm without exp(i m phi), Condon-Shortley phase, x = cos(theta)."""
    a = abs(m)
    norm = math.sqrt((2*l + 1)/(4*math.pi)
                     * math.factorial(l - a)/math.factorial(l + a))
    value = norm*lpmv(a, l, x)
    return value if m >= 0 else (-1)**a*value


nodes, weights = np.polynomial.legendre.leggauss(24)


def gaunt_quadrature(k, l, m, lp, mp):
    """c^k from its definition, by quadrature over the sphere."""
    q = m - mp
    if abs(q) > k:
        return 0.0      # no harmonic Y_kq exists
    integrand = (theta_part(l, m, nodes)*theta_part(k, q, nodes)
                 * theta_part(lp, mp, nodes))
    return (2*math.pi*math.sqrt(4*math.pi/(2*k + 1))
            * float(np.dot(weights, integrand)))


@lru_cache(maxsize=None)
def three_j_zero(l, k, lp):
    return float(wigner_3j(l, k, lp, 0, 0, 0))


@lru_cache(maxsize=None)
def gaunt(k, l, m, lp, mp):
    """c^k from the product of two 3j symbols."""
    if abs(m - mp) > k or three_j_zero(l, k, lp) == 0.0:
        return 0.0
    return ((-1)**m*math.sqrt((2*l + 1)*(2*lp + 1))*three_j_zero(l, k, lp)
            * float(wigner_3j(l, k, lp, -m, m - mp, mp)))


gaunt_error = 0.0
for l in range(3):
    for lp in range(3):
        surviving = set()
        for k in range(7):
            for m in range(-l, l + 1):
                for mp in range(-lp, lp + 1):
                    value = gaunt_quadrature(k, l, m, lp, mp)
                    gaunt_error = max(gaunt_error,
                                      abs(value - gaunt(k, l, m, lp, mp)))
                    if abs(value) > 1e-10:
                        surviving.add(k)
        assert surviving == set(range(abs(l - lp), l + lp + 1, 2))
assert gaunt_error < 1e-12

# multipole expansion of 1/r12 at two arbitrary points
r1, x1, phi1, r2, x2, phi2 = 0.4, 0.3, 0.7, 1.0, -0.5, 2.1
cos_angle = x1*x2 + math.sqrt((1 - x1**2)*(1 - x2**2))*math.cos(phi1 - phi2)
inverse_distance = 1/math.sqrt(r1**2 + r2**2 - 2*r1*r2*cos_angle)
expansion = sum(r1**k/r2**(k + 1)*4*math.pi/(2*k + 1)
                * theta_part(k, q, x1)*theta_part(k, q, x2)
                * np.exp(1j*q*(phi1 - phi2))
                for k in range(31) for q in range(-k, k + 1))
assert abs(expansion - inverse_distance) < 1e-10

# ---------- zinc atom, restricted Hartree-Fock ----------
mol = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-9
mf.conv_tol_grad = 1e-6
mf.max_cycle = 100
mf.kernel()
assert mf.converged
fock, overlap = mf.get_fock(), mol.intor("int1e_ovlp")
shell_start = mol.ao_loc_nr()


def basis_indices(l, m):
    """Basis functions with real harmonic (l, m); m<0 is the sine type."""
    position = {1: 0, -1: 1, 0: 2}[m] if l == 1 else m + l
    return [shell_start[s] + c*(2*l + 1) + position
            for s in range(mol.nbas) if mol.bas_angular(s) == l
            for c in range(mol.bas_nctr(s))]


log_r = np.linspace(math.log(1e-6), math.log(40.0), 6001)
step = log_r[1] - log_r[0]
r = np.exp(log_r)
points = np.column_stack([0*r, 0*r, r])
basis_values = mol.eval_gto("GTOval_sph", points)

radial, coefficients, energies = {}, {}, {}
for l, count in ((0, 4), (1, 2), (2, 1)):
    idx = basis_indices(l, 0)
    eps, vec = eigh(fock[np.ix_(idx, idx)], overlap[np.ix_(idx, idx)])
    for i in range(count):
        name = (l + 1 + i, l)
        energies[name], coefficients[name] = eps[i], vec[:, i]
        # on the z axis Y_l0 = sqrt((2l+1)/(4 pi))
        radial[name] = (r*(basis_values[:, idx] @ vec[:, i])
                        / math.sqrt((2*l + 1)/(4*math.pi)))
        assert abs(step*np.sum(radial[name]**2*r) - 1) < 1e-8


def real_orbital(name, m):
    column = np.zeros(mol.nao_nr())
    column[basis_indices(name[1], m)] = coefficients[name]
    return column


def slater(k, a, b, c, d):
    """R^k(ab,cd) by cumulative quadrature on a logarithmic grid."""
    rho1, rho2 = radial[a]*radial[c], radial[b]*radial[d]

    def inner(rho):
        return CubicSpline(log_r, rho*r**(k + 1)).antiderivative()(log_r)
    return float(step*np.sum((rho2*inner(rho1) + rho1*inner(rho2))*r**(-k)))


# ---------- all integrals over the 3p and 3d orbitals ----------
p, d = (3, 1), (3, 2)
labels = [(s, m) for s in (p, d) for m in range(-s[1], s[1] + 1)]
place = {label: i for i, label in enumerate(labels)}
size = len(labels)
orbitals = np.column_stack([real_orbital(s, m) for s, m in labels])
eri_real = ao2mo.kernel(mol, orbitals, compact=False).reshape((size,)*4)

to_complex = np.zeros((size, size), dtype=complex)
for s, m in labels:
    col = place[s, m]
    if m == 0:
        to_complex[col, col] = 1
    else:
        sign = (-1)**m if m > 0 else 1
        to_complex[place[s, abs(m)], col] = sign/math.sqrt(2)
        to_complex[place[s, -abs(m)], col] = (
            sign*1j*math.copysign(1, m)/math.sqrt(2))
# index order: a* c (electron 1), b* d (electron 2)
direct = np.einsum("ijkl,ia,jc,kb,ld->acbd", eri_real, to_complex.conj(),
                   to_complex, to_complex.conj(), to_complex, optimize=True)

radial_table = {(k, a, b, c, e): slater(k, a, b, c, e) for k in range(5)
                for a in (p, d) for b in (p, d) for c in (p, d) for e in (p, d)}
formula = np.zeros((size,)*4)
for a, (sa, ma) in enumerate(labels):
    for c, (sc, mc) in enumerate(labels):
        for b, (sb, mb) in enumerate(labels):
            for e, (se, me) in enumerate(labels):
                if ma + mb == mc + me:
                    formula[a, c, b, e] = sum(
                        gaunt(k, sa[1], ma, sc[1], mc)
                        * gaunt(k, se[1], me, sb[1], mb)
                        * radial_table[k, sa, sb, sc, se] for k in range(5))
tensor_error = np.max(np.abs(direct - formula))
assert tensor_error < 1e-6      # limited by the radial quadrature
nonzero = int(np.sum(np.abs(direct) > 1e-6))

F0, F2 = (radial_table[k, p, d, p, d] for k in (0, 2))
G1, G3 = (radial_table[k, p, d, d, p] for k in (1, 3))

# ---------- filled-shell averages ----------
J_direct = np.array([[direct[place[p, m], place[p, m], place[d, n], place[d, n]].real
                      for n in range(-2, 3)] for m in range(-1, 2)])
K_direct = np.array([[direct[place[p, m], place[d, n], place[d, n], place[p, m]].real
                      for n in range(-2, 3)] for m in range(-1, 2)])
w1, w3 = three_j_zero(1, 1, 2)**2, three_j_zero(1, 3, 2)**2
K_mean = w1*G1 + w3*G3
assert np.max(np.abs(J_direct.mean(axis=1) - F0)) < 1e-6
assert np.max(np.abs(J_direct.mean(axis=0) - F0)) < 1e-6
assert np.max(np.abs(K_direct.mean(axis=1) - K_mean)) < 1e-6
assert np.max(np.abs(K_direct.mean(axis=0) - K_mean)) < 1e-6

# ---------- repulsion energy of all 30 electrons ----------
density = np.zeros_like(overlap)
for name in radial:
    for m in range(-name[1], name[1] + 1):
        column = real_orbital(name, m)
        density += 2*np.outer(column, column)
assert abs(np.sum(density*overlap) - mol.nelectron) < 1e-8
assert abs(mf.energy_tot(density) - mf.e_tot) < 1e-6
repulsion_direct = float(mf.energy_elec(density)[1])
repulsion_slater = 0.0
for a in radial:
    for b in radial:
        la, lb = a[1], b[1]
        exchange = sum(three_j_zero(la, k, lb)**2*slater(k, a, b, b, a)
                       for k in range(abs(la - lb), la + lb + 1, 2))
        repulsion_slater += ((2*la + 1)*(2*lb + 1)
                             * (2*slater(0, a, b, a, b) - exchange))
assert abs(repulsion_slater - repulsion_direct) < 1e-5

# ---------- real against complex p orbitals ----------
F0pp, F2pp = (radial_table[k, p, p, p, p] for k in (0, 2))
ix, iy = place[p, 1], place[p, -1]
J_xy = eri_real[ix, ix, iy, iy]
J_pm = direct[ix, ix, iy, iy].real
assert abs(J_xy - (F0pp - 2*F2pp/25)) < 1e-6
assert abs(J_pm - (F0pp + F2pp/25)) < 1e-6


# ---------- output ----------
def ratio(value):
    return str(Fraction(value).limit_denominator(2000))


hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Zn atom, RHF/def2-TZVP, nonrelativistic; energies in hartree")
print(f"total energy: {mf.e_tot:.6f}")
print(f"orbital energies 3p, 3d: {energies[p]:.6f}, {energies[d]:.6f}")
print(f"F0(3p,3d) = {F0:.6f}")
print(f"F2(3p,3d) = {F2:.6f}")
print(f"G1(3p,3d) = {G1:.6f}")
print(f"G3(3p,3d) = {G3:.6f}")
print("coefficients: a2 of F2 in J; b1 of G1 and b3 of G3 in K")
print("m_p m_d | a2 b1 b3 | J K from Slater | J K from Gaussian integrals")
for m, n in ((0, 0), (0, 1), (0, 2), (1, 2), (1, 1), (1, 0), (1, -1), (1, -2)):
    a2 = gaunt(2, 1, m, 1, m)*gaunt(2, 2, n, 2, n)
    b1, b3 = gaunt(1, 1, m, 2, n)**2, gaunt(3, 1, m, 2, n)**2
    J, K = F0 + a2*F2, b1*G1 + b3*G3
    Jd, Kd = J_direct[m + 1, n + 2], K_direct[m + 1, n + 2]
    assert abs(J - Jd) < 1e-6 and abs(K - Kd) < 1e-6
    print(f"{m:2d} {n:2d} | {ratio(a2)} {ratio(b1)} {ratio(b3)} | "
          f"{J:.6f} {K:.6f} | {Jd:.6f} {Kd:.6f}")
    if (m, n) == (1, 2):
        print(f"   c2(pp), c2(dd): {gaunt(2, 1, m, 1, m):.6f}, "
              f"{gaunt(2, 2, n, 2, n):.6f}")
        print(f"   c1(pd), c3(pd): {gaunt(1, 1, m, 2, n):.6f}, "
              f"{gaunt(3, 1, m, 2, n):.6f}")
        print(f"   K terms k=1, k=3: {b1*G1:.6f}, {b3*G3:.6f}")
        print(f"   J, K in eV: {J*hartree_ev:.3f}, {K*hartree_ev:.3f}")
print(f"squared 3j(1 k 2;000), k=1, 3: {ratio(w1)}, {ratio(w3)}")
print(f"mean K over m_p, m_d: formula {K_mean:.6f}, direct {K_direct.mean():.6f}")
print(f"mean J over m_p, m_d, direct: {J_direct.mean():.6f}")
print(f"3p,3d integrals compared: {direct.size}, nonzero: {nonzero}")
print(f"largest deviation among them: {tensor_error:.1e}")
print(f"largest deviation of c^k, 3j form from quadrature: {gaunt_error:.1e}")
print(f"electron repulsion energy, Slater integrals: {repulsion_slater:.6f}")
print(f"electron repulsion energy, Gaussian integrals: {repulsion_direct:.6f}")
print(f"F0(3p,3p), F2(3p,3p): {F0pp:.6f}, {F2pp:.6f}")
print(f"J(3p_x,3p_y), direct: {J_xy:.6f}")
print(f"J(3p_+1,3p_-1), direct: {J_pm:.6f}")
print("all tests passed")
```

Printed output:

```
Zn atom, RHF/def2-TZVP, nonrelativistic; energies in hartree
total energy: -1777.807066
orbital energies 3p, 3d: -3.840975, -0.782701
F0(3p,3d) = 1.151464
F2(3p,3d) = 0.540555
G1(3p,3d) = 0.668195
G3(3p,3d) = 0.404559
coefficients: a2 of F2 in J; b1 of G1 and b3 of G3 in K
m_p m_d | a2 b1 b3 | J K from Slater | J K from Gaussian integrals
 0  0 | 4/35 4/15 27/245 | 1.213242 0.222769 | 1.213242 0.222769
 0  1 | 2/35 1/5 24/245 | 1.182353 0.173269 | 1.182353 0.173269
 0  2 | -4/35 0 3/49 | 1.089686 0.024769 | 1.089686 0.024769
 1  2 | 2/35 2/5 3/245 | 1.182353 0.272232 | 1.182353 0.272232
   c2(pp), c2(dd): -0.200000, -0.285714
   c1(pd), c3(pd): -0.632456, 0.110657
   K terms k=1, k=3: 0.267278, 0.004954
   J, K in eV: 32.173, 7.408
 1  1 | -1/35 1/5 9/245 | 1.136020 0.148500 | 1.136020 0.148500
 1  0 | -2/35 1/15 18/245 | 1.120575 0.074269 | 1.120575 0.074269
 1 -1 | -1/35 0 6/49 | 1.136020 0.049538 | 1.136020 0.049538
 1 -2 | 2/35 0 9/49 | 1.182353 0.074307 | 1.182353 0.074307
squared 3j(1 k 2;000), k=1, 3: 2/15, 3/35
mean K over m_p, m_d: formula 0.123769, direct 0.123769
mean J over m_p, m_d, direct: 1.151464
3p,3d integrals compared: 4096, nonzero: 326
largest deviation among them: 2.0e-12
largest deviation of c^k, 3j form from quadrature: 6.6e-15
electron repulsion energy, Slater integrals: 706.168049
electron repulsion energy, Gaussian integrals: 706.168049
F0(3p,3p), F2(3p,3p): 1.256639, 0.628599
J(3p_x,3p_y), direct: 1.206351
J(3p_+1,3p_-1), direct: 1.281783
all tests passed
```
